# Which angular momentum is conserved for a Dirac electron?

An electron moves in the field of a fixed nucleus. In atomic units ($\hbar=m_e=e=1$) its Dirac Hamiltonian is

$$H=c\,\boldsymbol\alpha\cdot\mathbf p+\beta c^2+V(r),\qquad \mathbf p=-i\nabla ,$$

where $V$ is a scalar function of the distance $r$ alone. In terms of the Pauli matrices $\sigma_i$, the $4\times4$ matrices are, in blocks of $2\times2$,

$$\alpha_i=\begin{pmatrix}0&\sigma_i\\ \sigma_i&0\end{pmatrix},\qquad \beta=\begin{pmatrix}1&0\\0&-1\end{pmatrix},\qquad \Sigma_i=\begin{pmatrix}\sigma_i&0\\0&\sigma_i\end{pmatrix}.$$

The orbital angular momentum is $\mathbf L=\mathbf r\times\mathbf p$ and the spin is $\mathbf S=\boldsymbol\Sigma/2$. Repeated indices are summed over $x,y,z$, and $\epsilon_{ijk}$ is the antisymmetric symbol with $\epsilon_{xyz}=1$. Operator identities are understood as acting on smooth four-component functions away from the origin, where $V$ may be singular. An operator $A$ without explicit time dependence obeys $dA/dt=i[H,A]$, so it is conserved when it commutes with $H$.

## (a) Is the orbital angular momentum conserved?

**Compute $[H,L_i]$, and explain the result in terms of the electron's velocity.**

**Solution.** Take the terms of $H$ one at a time. The matrix $\beta$ is constant and $L_i$ contains no matrices, so $[\beta c^2,L_i]=0$.

For the potential, write $L_i=\epsilon_{iab}r_ap_b$ and let the commutator act on a function $f$. The terms in which the derivative acts on $f$ cancel, which leaves

$$[L_i,V]f=-i\,\epsilon_{iab}\,r_a(\partial_bV)f=-i\,\epsilon_{iab}\,r_ar_b\,\frac{V'(r)}{r}f=0 .$$

The last step holds because $r_ar_b$ is symmetric in $a,b$ while $\epsilon_{iab}$ is antisymmetric. This is where the central form of $V$ enters.

For the kinetic term, use $[r_a,p_j]=i\delta_{aj}$:

$$[L_i,p_j]=\epsilon_{iab}[r_a,p_j]p_b=i\,\epsilon_{ijk}p_k,\qquad\text{so}\qquad [p_j,L_i]=-i\,\epsilon_{ijk}p_k .$$

The matrices $\alpha_j$ commute with $L_i$ and can be taken outside:

$$[H,L_i]=c\,\alpha_j[p_j,L_i]=-ic\,\epsilon_{ijk}\alpha_jp_k .$$

The sum on the right is component $i$ of a cross product, hence

$$[H,\mathbf L]=-ic\,\boldsymbol\alpha\times\mathbf p,\qquad \frac{d\mathbf L}{dt}=c\,\boldsymbol\alpha\times\mathbf p .$$

The velocity operator is

$$\frac{dr_k}{dt}=i[H,r_k]=ic\,\alpha_j[p_j,r_k]=ic\,\alpha_j(-i\delta_{jk})=c\,\alpha_k .$$

The rate of change of $\mathbf L$ is therefore velocity $\times$ momentum. In classical mechanics these two vectors are parallel and the product vanishes. The Dirac velocity $c\boldsymbol\alpha$ is a matrix acting on the four components, and it is not parallel to $\mathbf p$ as an operator. The central force itself exerts no torque.

## (b) What does the spin do?

**Compute $[H,S_i]$. Which sum of $\mathbf L$ and $\mathbf S$ is conserved? What happens to the exchange between them when the electron is slow?**

**Solution.** $\Sigma_i$ commutes with $V$, which is a multiple of the unit matrix, and with $\beta$, because both are block diagonal and the blocks of $\beta$ are multiples of the unit matrix. For the kinetic term, block multiplication gives

$$[\Sigma_i,\alpha_j]=\begin{pmatrix}0&[\sigma_i,\sigma_j]\\ [\sigma_i,\sigma_j]&0\end{pmatrix}=2i\,\epsilon_{ijk}\alpha_k ,$$

since $[\sigma_i,\sigma_j]=2i\epsilon_{ijk}\sigma_k$. Reversing the order changes the sign, and the factor $1/2$ in $S_i$ removes the 2:

$$[H,S_i]=\frac c2[\alpha_j,\Sigma_i]p_j=-ic\,\epsilon_{ijk}\alpha_kp_j .$$

Here $\alpha$ carries the last index of $\epsilon$, whereas in part (a) it carried the middle one. Exchange the names $j$ and $k$, then use $\epsilon_{ikj}=-\epsilon_{ijk}$:

$$[H,S_i]=-ic\,\epsilon_{ikj}\alpha_jp_k=+ic\,\epsilon_{ijk}\alpha_jp_k=+ic\,(\boldsymbol\alpha\times\mathbf p)_i .$$

This is the negative of $[H,L_i]$. With $\mathbf J=\mathbf L+\mathbf S$,

$$[H,\mathbf J]=0,\qquad \frac{d\mathbf L}{dt}=-\frac{d\mathbf S}{dt}=c\,\boldsymbol\alpha\times\mathbf p .$$

The kinetic term passes angular momentum between orbit and spin without changing the total.

The factor $c$ might suggest that the exchange is large for a slow electron. To see that it is not, split the state into an upper pair of components $\varphi$ and a lower pair $\eta$. The lower row of the Dirac equation reads $(i\partial_t+c^2-V)\eta=c\,(\boldsymbol\sigma\cdot\mathbf p)\varphi$. For a slow electron built from positive-energy states, with $|E-c^2|$ and $|V|$ small against $c^2$, the bracket is close to $2c^2$, so to leading order $\eta=(\boldsymbol\sigma\cdot\mathbf p)\varphi/(2c)$. Since $\boldsymbol\alpha$ connects the two pairs,

$$c\langle(\boldsymbol\alpha\times\mathbf p)_i\rangle\approx\tfrac12\big\langle\varphi\big|(\boldsymbol\sigma\times\mathbf p)_i(\boldsymbol\sigma\cdot\mathbf p)+(\boldsymbol\sigma\cdot\mathbf p)(\boldsymbol\sigma\times\mathbf p)_i\big|\varphi\big\rangle .$$

Let $\mathbf e_i$ be the unit vector along axis $i$. Then $(\boldsymbol\sigma\times\mathbf p)_i=\boldsymbol\sigma\cdot(\mathbf p\times\mathbf e_i)$. The components of $\mathbf p$ commute with one another, so $\{\boldsymbol\sigma\cdot\mathbf a,\boldsymbol\sigma\cdot\mathbf b\}=2\,\mathbf a\cdot\mathbf b$ applies, and the bracket equals $2(\mathbf p\times\mathbf e_i)\cdot\mathbf p=0$. At leading order the mean torque vanishes, and $\mathbf L$ and $\mathbf S$ are separately conserved, as in the Schrödinger theory without spin-orbit coupling.

## (c) Are there other conserved combinations?

**Let $\mathbf u$ and $\mathbf v$ be constant real vectors. For which of them is $\mathbf u\cdot\mathbf L+\mathbf v\cdot\mathbf S$ conserved?**

**Solution.** Parts (a) and (b) give, with $\mathbf w=\mathbf u-\mathbf v$,

$$[H,\mathbf u\cdot\mathbf L+\mathbf v\cdot\mathbf S]=-ic\,\mathbf w\cdot(\boldsymbol\alpha\times\mathbf p).$$

Cyclic reordering of the triple product gives $\mathbf w\cdot(\boldsymbol\alpha\times\mathbf p)=\boldsymbol\alpha\cdot\mathbf q$ with $\mathbf q=\mathbf p\times\mathbf w$. The components of $\mathbf q$ commute with one another, so only the symmetric part of $\alpha_j\alpha_k$ contributes to the square. Using $\{\alpha_j,\alpha_k\}=2\delta_{jk}$,

$$(\boldsymbol\alpha\cdot\mathbf q)^2=\tfrac12\{\alpha_j,\alpha_k\}q_jq_k=|\mathbf p\times\mathbf w|^2 .$$

In momentum space this is multiplication by an ordinary function. If $\mathbf w\neq0$, the function is positive except on the line where $\mathbf p$ is parallel to $\mathbf w$. A line has no volume, so a normalizable wave function cannot be concentrated on it. The commutator therefore annihilates no nonzero normalizable state, and it can vanish only if $\mathbf w=0$.

The combination is thus conserved exactly when $\mathbf u=\mathbf v$, that is, when it is the component $\mathbf u\cdot\mathbf J$. In this sense only $\mathbf J$ is conserved.

The restriction to such combinations matters, because other conserved quantities exist. $H$ is one. Parity, defined by $(\Pi\psi)(\mathbf r)=\beta\psi(-\mathbf r)$, is another: inversion reverses $\mathbf p$, and $\beta$ reverses $\boldsymbol\alpha$ because $\beta\alpha_i=-\alpha_i\beta$, so $\boldsymbol\alpha\cdot\mathbf p$ is unchanged. Part (e) treats a third.

## (d) What if the field is not central?

**Add a term $Fz$ to $H$, with $F$ constant. What happens to $J_x$ and $J_z$?**

**Solution.** The new term commutes with the spin. For the orbital part, $L_x=yp_z-zp_y$ and $[p_z,z]=-i$ give $[L_x,z]=-iy$. Hence

$$[H+Fz,J_x]=F[z,L_x]=iFy,\qquad \frac{dJ_x}{dt}=i(iFy)=-Fy .$$

This is the ordinary torque: the added force is $-F$ along $z$, and the $x$ component of $\mathbf r\times\text{force}$ is $-Fy$. Since $L_z=xp_y-yp_x$ does not differentiate with respect to $z$, $[z,L_z]=0$, and $J_z$ remains conserved. The cancellation in part (b) belongs to the kinetic term and holds for any $V$. Conservation of all three components of $\mathbf J$ also needs $[L_i,V]=0$.

## (e) Where does the quantum number $\kappa$ come from?

**Show that $K=\beta(\boldsymbol\Sigma\cdot\mathbf L+1)$ commutes with $H$ and $\mathbf J$. Its eigenvalue is called $-\kappa$. Which orbital quantum numbers $l$ appear in a state of given $\kappa$?**

**Solution.** Start with $2\times2$ blocks. From $\sigma_j\sigma_k=\delta_{jk}+i\epsilon_{jkl}\sigma_l$,

$$\{\boldsymbol\sigma\cdot\mathbf L,\boldsymbol\sigma\cdot\mathbf p\}=\mathbf L\cdot\mathbf p+\mathbf p\cdot\mathbf L+i\boldsymbol\sigma\cdot(\mathbf L\times\mathbf p+\mathbf p\times\mathbf L).$$

The first scalar product is $\epsilon_{iab}r_ap_bp_i=0$, because $p_bp_i$ is symmetric. The second differs from it by $[p_i,L_i]=-i\epsilon_{iik}p_k=0$, so it vanishes too. In the last bracket, exchange the names $j$ and $k$ in the second product:

$$(\mathbf L\times\mathbf p+\mathbf p\times\mathbf L)_i=\epsilon_{ijk}(L_jp_k-p_kL_j)=\epsilon_{ijk}\,i\epsilon_{jkl}p_l=2ip_i ,$$

where $\epsilon_{ijk}\epsilon_{jkl}=2\delta_{il}$. The anticommutator is therefore $i\cdot2i\,\boldsymbol\sigma\cdot\mathbf p=-2\boldsymbol\sigma\cdot\mathbf p$. Adding 1 to $\boldsymbol\sigma\cdot\mathbf L$ contributes $+2\boldsymbol\sigma\cdot\mathbf p$, so

$$\{\boldsymbol\sigma\cdot\mathbf L+1,\boldsymbol\sigma\cdot\mathbf p\}=0 .$$

Write $M=\boldsymbol\Sigma\cdot\mathbf L+1$. In four components this reads $M\,\boldsymbol\alpha\cdot\mathbf p=-\boldsymbol\alpha\cdot\mathbf p\,M$. The matrix $\beta$ supplies a second minus sign:

$$K\,\boldsymbol\alpha\cdot\mathbf p=-\beta\,\boldsymbol\alpha\cdot\mathbf p\,M=\boldsymbol\alpha\cdot\mathbf p\,\beta M=\boldsymbol\alpha\cdot\mathbf p\,K .$$

$K$ also commutes with $\beta$ and with $V(r)$, hence $[H,K]=0$. Finally, $\mathbf J^2=\mathbf L^2+\boldsymbol\Sigma\cdot\mathbf L+\tfrac34$, so $\boldsymbol\Sigma\cdot\mathbf L=\mathbf J^2-\mathbf L^2-\tfrac34$. Both squares commute with $\mathbf J$, and so does $K$. Stationary states can be labelled by $\kappa$ and by the eigenvalue $m$ of $J_z$.

For a two-component function with quantum numbers $j$ and $l$, the same relation gives

$$\boldsymbol\sigma\cdot\mathbf L+1=j(j+1)-l(l+1)+\tfrac14=\begin{cases}l+1,&j=l+\tfrac12\\-l,&j=l-\tfrac12.\end{cases}$$

On the upper pair $K=\boldsymbol\sigma\cdot\mathbf L+1=-\kappa$. On the lower pair $\beta=-1$, so $\boldsymbol\sigma\cdot\mathbf L+1=+\kappa$. The two pairs share $j=|\kappa|-\tfrac12$ but have values of $l$ that differ by one. For $\kappa=-1$ the upper pair has $l=0$ and the lower pair has $l=1$. An $s$ state of Dirac theory is thus named after its upper components.

## (f) How much orbital angular momentum is in a 1s state?

**For $V=-Z/r$, find the 1s state with $m=\tfrac12$ and its $\langle L_z\rangle$. Evaluate it for the one-electron mercury ion, $Z=80$.**

**Solution.** Let $\chi=(1,0)^T$ be spin up and $\hat{\mathbf r}=\mathbf r/r$. Part (e) suggests an upper pair independent of angle and a lower pair with $l=1$. Try

$$\psi=g(r)\begin{pmatrix}\chi\\ i\rho\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi\end{pmatrix},\qquad g=r^{\gamma-1}e^{-\lambda r},$$

with constants $\rho,\gamma,\lambda$. Differentiation gives $\boldsymbol\sigma\cdot\mathbf p\,g\chi=-ig'\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi$. Writing $g\,\boldsymbol\sigma\cdot\hat{\mathbf r}=h\,\boldsymbol\sigma\cdot\mathbf r$ with $h=g/r$, and using $\sigma_i\sigma_i=3$ and $(\boldsymbol\sigma\cdot\hat{\mathbf r})^2=1$,

$$\boldsymbol\sigma\cdot\mathbf p\,(g\,\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi)=-i(3h+rh')\chi=-i\Big(g'+\frac{2g}{r}\Big)\chi .$$

The upper and lower rows of $H\psi=E\psi$ become

$$c\rho\Big(g'+\frac{2g}{r}\Big)=\Big(E-c^2+\frac Zr\Big)g,\qquad -cg'=\rho\Big(E+c^2+\frac Zr\Big)g .$$

Insert $g'/g=(\gamma-1)/r-\lambda$. The $1/r$ terms require

$$c\rho(1+\gamma)=Z,\qquad c(1-\gamma)=\rho Z .$$

Eliminating $\rho$ gives $\gamma^2=1-Z^2/c^2$. Normalizability at the origin needs $\gamma>-\tfrac12$, which excludes the negative root when $Z<\tfrac{\sqrt3}{2}c$, as for $Z=80$; we take $\gamma=\sqrt{1-Z^2/c^2}$, which tends to 1 for small $Z/c$. Eliminating $Z$ gives $\rho^2=(1-\gamma)/(1+\gamma)$. The constant terms require $c\rho\lambda=c^2-E$ and $c\lambda=\rho(E+c^2)$. Together these give $\rho^2(E+c^2)=c^2-E$, so

$$E=c^2\,\frac{1-\rho^2}{1+\rho^2}=\gamma c^2,\qquad \lambda=\rho c(1+\gamma)=Z .$$

Real $\gamma$ needs $Z\le c$; for $Z>c$ the point-nucleus model fails for this state.

The weight of the lower pair is $\rho^2/(1+\rho^2)=(1-\gamma)/2$. Its angular part is

$$\boldsymbol\sigma\cdot\hat{\mathbf r}\,\chi=\begin{pmatrix}\cos\theta\\ \sin\theta\,e^{i\phi}\end{pmatrix}.$$

The first entry has $m_l=0$ with spin up, the second $m_l=1$ with spin down. Averaged over directions, $\cos^2\theta$ gives $1/3$ and $\sin^2\theta$ gives $2/3$. The probability of $m_l=1$ is therefore

$$P=\frac23\cdot\frac{1-\gamma}{2}=\frac{1-\gamma}{3}=\langle L_z\rangle,\qquad \langle S_z\rangle=\tfrac12(1-P)-\tfrac12P=\tfrac12-P .$$

For $Z=80$, $\gamma=0.8119$ and

$$\langle L_z\rangle=\frac{1-0.8119}{3}=0.0627,\qquad \langle S_z\rangle=0.4373$$

in units of $\hbar$. A measurement of $L_z$ gives 0 or 1, with standard deviation $\sqrt{P(1-P)}=0.242$. Neither $L_z$ nor $S_z$ is sharp, while $J_z=\tfrac12$ is. For small $Z/c$, $P\approx Z^2/(6c^2)$; for hydrogen the value is $8.9\times10^{-6}$, in line with the slow-electron limit of part (b).

The ion's 1s energy, without the rest energy $c^2$, is about $-9.61\times10^4$ eV, and its mean radius is 0.0087 angstrom. This model leaves out nuclear size, nuclear recoil and radiative corrections, so the digits quoted here and in part (g) are those of the point-nucleus Dirac model, not of the real ion. Nuclear size alone, modelled as a uniformly charged sphere of rms radius 5.455 fm, raises the 1s energy by about 55 eV and lowers $\langle L_z\rangle$ to 0.0626. In part (g) it lowers the energy difference to $7.145\times10^4$ eV, $L_{12}$ by about $3\times10^{-5}$, and the torque amplitude to 1837 eV.

## (g) Can the exchange be seen in time?

**Show that the mean torque $c\langle(\boldsymbol\alpha\times\mathbf p)_z\rangle$ vanishes in a bound stationary state. Then find it for an equal superposition of the 1s and 2s states of the same ion, both with $m=\tfrac12$.**

**Solution.** Let $a$ and $b$ denote stationary states with energies $E_a$ and $E_b$. Taking matrix elements of $dL_z/dt=i[H,L_z]$,

$$c\langle a|(\boldsymbol\alpha\times\mathbf p)_z|b\rangle=i(E_a-E_b)\langle a|L_z|b\rangle .$$

For $a=b$ the right side is zero: a stationary state has a fixed mean $L_z$ even when $L_z$ is not sharp.

Now take

$$\psi(t)=\frac{1}{\sqrt2}\big(e^{-iE_1t}\psi_{1s}+e^{-iE_2t}\psi_{2s}\big),\qquad \omega=E_2-E_1 .$$

Both states have $\kappa=-1$ and the angular form of part (f), with real radial functions. Hence $L_{12}=\langle1s|L_z|2s\rangle$ is real, and the two cross terms combine into a cosine:

$$\langle L_z\rangle=\tfrac12\big(\langle L_z\rangle_{1s}+\langle L_z\rangle_{2s}\big)+L_{12}\cos\omega t,\qquad c\langle(\boldsymbol\alpha\times\mathbf p)_z\rangle=-\omega L_{12}\sin\omega t .$$

Since $J_z\psi_{2s}=\tfrac12\psi_{2s}$ and the states are orthogonal, $\langle1s|S_z|2s\rangle=-L_{12}$. The spin therefore oscillates oppositely.

The 2s state is constructed numerically and checked against $H$. With both upper radial functions chosen positive near the nucleus, $L_{12}=0.02575$. The 2s mean of $L_z$ is 0.0161, and the energy difference is $7.149\times10^4$ eV. The average about which $\langle L_z\rangle$ swings is $(0.0627+0.0161)/2=0.0394$, so

| Time in periods | $\langle L_z\rangle/\hbar$ | $\langle S_z\rangle/\hbar$ | Torque (eV) |
|---|---|---|---|
| 0 | 0.0651 | 0.4349 | 0 |
| 1/4 | 0.0394 | 0.4606 | −1841 |
| 1/2 | 0.0136 | 0.4864 | 0 |
| 3/4 | 0.0394 | 0.4606 | 1841 |

In each row the two angular momenta add to $\tfrac12$. Torque has the unit of energy, and its amplitude is

$$\omega|L_{12}|=7.149\times10^4\ \text{eV}\times0.02575\approx1.84\times10^3\ \text{eV},$$

or 67.7 hartree. The numerical check also obtains this amplitude directly, by integrating $c(\boldsymbol\alpha\times\mathbf p)_z$ between the two states over space, and the results agree. During the first half period the orbit gives angular momentum to the spin, and during the second half it takes it back. The size of the exchange follows from part (b). All of $L_{12}$ comes from the lower pairs, and with $\eta=(\boldsymbol\sigma\cdot\mathbf p)\varphi/(2c)$ it tends for small $Z/c$ to $\tfrac23\langle\eta_{1s}|\eta_{2s}\rangle=\langle1s|\mathbf p^2|2s\rangle/(6c^2)=0.0698\,(Z/c)^2$. The torque amplitude is then about $0.026\,Z^4/c^2$, of relative order $(Z/c)^2$. It is not the $\mathbf L\cdot\mathbf S$ spin-orbit term of the two-component theory, which vanishes between $s$ states. Radiative decay of the superposition is left out.

## Computed results

```
nuclear charge Z                        : 80
speed of light c                        : 137.035999 a.u.
gamma for Z = 80                        : 0.811906
1s energy without rest energy           : -96115.8 eV
1s mean radius                          : 0.008678 angstrom
1s weight of lower components           : 0.094047
1s <L_z>                                : 0.062698 hbar
1s <S_z>                                : 0.437302 hbar
2s energy without rest energy           : -24622.2 eV
2s mean radius                          : 0.034383 angstrom
2s weight of lower components           : 0.024092
2s <L_z>                                : 0.016061 hbar
2s <S_z>                                : 0.483939 hbar
1s spread (standard deviation) of L_z   : 0.242419 hbar
hydrogen Z = 1, 1s <L_z>                : 8.8753e-06 hbar
energy difference E(2s) - E(1s)         : 71493.7 eV
matrix element <1s|L_z|2s>              : 0.025749 hbar
matrix element <1s|S_z|2s>              : -0.025749 hbar
torque amplitude, 3D quadrature         : 1840.857 eV
torque amplitude, energy gap x |L_z|    : 1840.857 eV
torque amplitude, 3D quadrature         : 67.6503 hartree
equal superposition of 1s and 2s, both m = 1/2:
  time 0   period: <L_z> 0.065128, <S_z> 0.434872, <J_z> 0.500000 hbar
    torque c<(alpha x p)_z>             : 0.0 eV
  time 1/4 period: <L_z> 0.039380, <S_z> 0.460620, <J_z> 0.500000 hbar
    torque c<(alpha x p)_z>             : -1840.9 eV
  time 1/2 period: <L_z> 0.013631, <S_z> 0.486369, <J_z> 0.500000 hbar
    torque c<(alpha x p)_z>             : 0.0 eV
  time 3/4 period: <L_z> 0.039380, <S_z> 0.460620, <J_z> 0.500000 hbar
    torque c<(alpha x p)_z>             : 1840.9 eV
```
